# Linear and Quadratic Field Onset in Escape from Coulomb and Screened Traps

## The result

A trap with no preferred direction has an escape rate that depends on the field vector $\mathbf E$ through its length alone. The rate is therefore even. A term in $|\mathbf E|$ is also even, so Onsager's linear term breaks no symmetry. What it lacks is smoothness at $\mathbf E=0$. For one-way escape the cause is the infinite range over which carriers drift. For a linear term in the balance between escape and capture, the unscreened Coulomb tail is needed as well; a screened trap or a bare absorbing sphere leaves only a weaker non-smooth term, of order $|\mathbf E|^3$.

Two rates must be kept apart: one-way escape $K_d$ into an empty infinite medium, and capture $K_a$ from a medium of unit density. Let $r_c$ be the distance at which the Coulomb energy equals $kT$, $\lambda$ the screening length, and $2\kappa=e|\mathbf E|/kT$. Define

$$G=\frac{K_d(E)/K_a(E)}{K_d(0)/K_a(0)} .$$

To leading order in weak field,

- unscreened trap: $G=1+\kappa r_c$;
- screened trap with $r_c\ll\lambda$: $G=1+\tfrac43 r_c\lambda\kappa^2$.

Screening restores the quadratic onset of the quotient $G$, which fixes the balance between free and trapped carriers. It does not restore that of $K_d$, which keeps a term in $|\mathbf E|$ even for a short-range trap.

## What symmetry fixes

For a fixed isotropic trap, $K(R\mathbf E)=K(\mathbf E)$ for every rotation $R$. If $K$ also has a Taylor series in the field components,

$$K=K_0+a_iE_i+b_{ij}E_iE_j+\dots,$$

invariance requires $a_i=0$ and $b_{ij}=b\,\delta_{ij}$, so $K=K_0+bE^2+\dots$. Isotropy and regularity together thus guarantee a quadratic onset. The function $|\mathbf E|=\sqrt{E_x^2+E_y^2+E_z^2}$ is isotropic, but it has a conical point at zero and no Taylor series there.

## The model and its two rates

One carrier drifts and diffuses with constant diffusivity $D$, and the Einstein relation holds. The force $e|\mathbf E|$ points along $+z$. In units of $kT$ the energy is

$$w=u(r)-2\kappa z,\qquad u=-\frac{r_c}{r}e^{-r/\lambda},\qquad r_c=\frac{e^2}{4\pi\varepsilon kT}.$$

Screening is rigid: $u$ does not change with field. The trap surface is $r=a$, with $a\ll r_c$, so the well is deep.

For escape, the density is $p=e^{-w}h$ with $h=1$ on the trap (local equilibrium) and $h\to0$ far away. The current is $\mathbf J=-D(\nabla p+p\nabla w)=-De^{-w}\nabla h$, so that

$$\nabla^2h-\nabla w\cdot\nabla h=0. \tag{1}$$

This is also the equation for the probability that a carrier released at a point ever reaches the trap. Thus $h$ is the return probability.

At zero field the flux is the same through every sphere: $-r^2e^{-u}h_0'=A$. Integrating, with $h_0(a)=1$,

$$h_0=A\int_r^\infty\frac{e^{u(s)}}{s^2}ds,\qquad \frac1A=\int_a^\infty\frac{e^{u}}{r^2}dr,\qquad K_d(0)=4\pi DA.$$

For capture at zero field the density is $e^{-u}(1-h_0)$, which vanishes on the trap and tends to 1. Its inward flux is again $4\pi DA$, so $K_d(0)=K_a(0)$ in this normalization. For a deep Coulomb well $A=r_c$, up to terms of order $e^{-r_c/a}$.

## First contribution: one-way escape

Take $u$ of finite range first. Outside it, (1) reads $\nabla^2h+2\kappa\,\partial_zh=0$. Put $h=e^{-\kappa z}\chi$. The first derivatives cancel and $\nabla^2\chi=\kappa^2\chi$ remains. The leading decaying solution is

$$h\simeq A\frac{e^{-\kappa(r+z)}}{r}=\frac Ar-\kappa A-\kappa A\cos\theta+\dots\qquad(\kappa r\ll1). \tag{2}$$

The constant $-\kappa A$ is the source of the linear term. However weak the field, it dominates diffusion beyond $r\sim1/\kappa$. Carriers that get that far are swept away, and the return probability near the trap falls by an amount proportional to $\kappa$.

Near the trap, the order-$\kappa$ part of $h$ is driven by $-2\kappa\,\partial_zh_0$, which is proportional to $\cos\theta$. The angular average $\bar h$ therefore obeys the zero-field equation. It equals 1 on the trap and tends to $-\kappa A$ outside, so

$$\bar h=h_0-\kappa A(1-h_0)=(1+\kappa A)h_0-\kappa A .$$

The flux is carried by the part proportional to $h_0$. The remaining order-$\kappa$ terms in $e^{-w}\partial_rh$ vary as $\cos\theta$ and integrate to zero. Hence

$$\frac{K_d(E)}{K_d(0)}=1+\kappa A+\dots \tag{3}$$

The derivation used no Coulomb tail. Infinite empty space is enough.

**The Coulomb case in closed form.** For $\lambda=\infty$ and $a\to0$, let $\varphi=1-h$ be the escape probability, and let $s=r_c/r$, $t=\kappa(r+z)$. These variables satisfy

$$\nabla^2s=0,\quad|\nabla s|^2=\frac{s^2}{r^2},\quad\nabla s\cdot\nabla t=-\frac{st}{r^2},\quad|\nabla t|^2=\frac{2\kappa t}{r},\quad\nabla^2t=\frac{2\kappa}{r}.$$

Multiplying (1) by $r^2$ and using $\kappa z=t-\kappa r$ gives

$$2\kappa r\,[t\varphi_{tt}+(1+t)\varphi_t+s\varphi_s]+[s^2\varphi_{ss}-2st\varphi_{st}+(s^2-2st)\varphi_s-st\varphi_t]=0.$$

It suffices that both brackets vanish. With $\varphi=e^{-s-t}S$ they become

$$tS_{tt}+(1-t)S_t+sS_s-(1+s)S=0,$$
$$s^2(S_{ss}-S_s)+st(S+S_t-2S_{st})=0.$$

Try $S=\sum c_{mk}s^mt^k$, with $c_{mk}=1/(m!\,k!)$ for $k\ge m$ and zero otherwise. The coefficients of $s^mt^k$ are

$$(k+1)^2c_{m,k+1}+(m-k-1)c_{mk}-c_{m-1,k},$$
$$m(m-1-2k)c_{mk}+(k-m+1)c_{m-1,k}+c_{m-1,k-1}.$$

For $k\ge m$, factoring out $1/(m!\,k!)$ leaves $(k+1)+(m-k-1)-m=0$ in the first line and $m(m-1-2k)+m(k-m+1)+mk=0$ in the second. For $k=m-1$ the first line is $m^2/(m!)^2-1/((m-1)!)^2=0$, and each term of the second vanishes. For smaller $k$ all terms are absent. The boundary values are also right. At the trap $\varphi\to0$. Far away $s\to0$; the terms of $S$ with $m=0$ sum to $e^t$ and the others to at most $e^t(e^s-1)$, so $\varphi\to1$ in every direction, including the upstream axis, where $t=0$.

Near the trap $t\to0$, while $st=b(1+\cos\theta)$ stays fixed, with $b=\kappa r_c$. Only the terms $k=m$ survive:

$$\varphi\to e^{-r_c/r}\sum_m\frac{[b(1+\cos\theta)]^m}{(m!)^2}.$$

The outward current density is $De^{-w}\partial_r\varphi$. The derivative of the exponential gives $r_c/r^2$, and $e^{-w}$ cancels $e^{-r_c/r}$. Averaging over angle with $\tfrac12\int_{-1}^1(1+c)^mdc=2^m/(m+1)$,

$$\frac{K_d(E)}{K_d(0)}=\sum_m\frac{(2b)^m}{m!\,(m+1)!}=\frac{I_1(\sqrt{8b})}{\sqrt{2b}}=1+b+\frac{b^2}{3}+\dots \tag{4}$$

This is Onsager's function. Its linear coefficient is $r_c$, as (3) gives with $A=r_c$.

At large $b$ it grows as $e^{\sqrt{8b}}$, apart from a power of $b$. The barrier along $+z$ has its top where $r_c/z^2=2\kappa$, and there $w=-2\sqrt{2\kappa r_c}=-\sqrt{8b}$. That is the Poole–Frenkel barrier lowering. The strong-field exponent comes from the barrier top, whereas the weak-field linear term comes from distances of order $1/\kappa$.

## Second contribution: capture

**Unscreened trap.** A uniform density $\rho=1$ has current $-D\nabla w$, whose divergence is $-D\nabla^2u=0$ away from the trap. Uniform density is therefore stationary at every field. The inward flux is $4\pi r^2D\,u'=4\pi Dr_c$, since the uniform drift has no net flux through a sphere. The absorbing surface disturbs this solution only slightly: the density deficit it creates must climb out against the attraction, which costs a factor of order $e^{-r_c/a}$. So $K_a$ is independent of field for a deep trap. Nothing offsets the rise of $K_d$, and $G$ equals (4), linear term included.

**Finite-range trap.** Far from the trap, $\chi\to f(\theta)e^{-\kappa r}/r$. Both rates can be read from $f$.

Downstream, the escaping density is $e^{2\kappa z}h=f(\theta)e^{-\kappa(r-z)}/r$, concentrated near $\theta=0$. At lateral distance $q$, $r-z\simeq q^2/2z$. The drift velocity is $2\kappa D$, and diffusion along $z$ becomes negligible at large $z$, so

$$K_d=2\kappa D\,\frac{f(0)}{z}\int_0^\infty e^{-\kappa q^2/2z}\,2\pi q\,dq=4\pi Df(0).$$

Upstream, unit density brings $2\kappa D$ carriers per area and time through a distant plane, each captured with probability $h$. The same integral gives $K_a=4\pi Df(\pi)$. The quotient thus measures the forward–backward asymmetry of one function:

$$G=f(0)/f(\pi). \tag{5}$$

## Why the linear terms cancel

Write the $\cos\theta$ part of $h$ near the trap as $\kappa y(r)\cos\theta$. From (1) at order $\kappa$,

$$y''+\frac2ry'-\frac2{r^2}y-u'y'=-2h_0',\qquad y(a)=0. \tag{6}$$

Outside the range of $u$, $h_0=A/r$ and $y=-A+\alpha/r^2$. The constant matches (2), and $\alpha$ is a dipole coefficient set by the trap. In $\chi=e^{\kappa z}h$ the $\cos\theta$ part at order $\kappa$ is $\kappa(rh_0+y)=\kappa\alpha/r^2$. The decaying dipole solution of $\nabla^2\chi=\kappa^2\chi$ that joins to it is

$$\kappa\alpha\cos\theta\,e^{-\kappa r}\left(\frac1{r^2}+\frac\kappa r\right)\;\to\;\kappa^2\alpha\cos\theta\,\frac{e^{-\kappa r}}r .$$

The dipole costs an extra power of $\kappa$ on its way out. Hence $f=A(1+\kappa A+\dots)+\kappa^2\alpha\cos\theta+\dots$. The linear term is isotropic: it multiplies $K_d$ and $K_a$ equally and cancels in (5), leaving

$$G=1+\frac{2\alpha}{A}\kappa^2+O(\kappa^3). \tag{7}$$

For $r_c\ll\lambda$, $\alpha$ can be found by hand. Put $y=-A+\eta$ and use $h_0'=-Ae^u/r^2$. The source for $\eta$ becomes $2A(e^u-1)/r^2\simeq2Au/r^2$, because the integral below is dominated by $r\sim\lambda$, where $|u|\ll1$. The term $u'\eta'$ is of higher order in $r_c$. Multiplying by $r^3$ makes the left side a total derivative:

$$(r^3\eta'-r^2\eta)'=2Aru .$$

At large $r$ the bracket is $-3\alpha$, and its value at the trap is negligible. So

$$\alpha=-\frac{2A}3\int_0^\infty ru\,dr=\frac{2A}{3}r_c\lambda,\qquad G\simeq1+\frac43r_c\lambda\kappa^2. \tag{8}$$

As $\lambda\to\infty$ the coefficient diverges. The quadratic law then holds over a vanishing range of field, and the linear law takes its place.

## Weighing the two across the crossover

For $r_c\ll\lambda$ and $\kappa r_c\ll1$, both rates follow to first order in these small ratios at any $\kappa\lambda$.

*Escape.* Near the trap $u\simeq-r_c/r+r_c/\lambda$. The constant reduces the flux by $e^{-r_c/\lambda}$, and the swept-away carriers raise it by $1+\kappa r_c$, as before. Thus $f(0)=r_c(1-r_c/\lambda+\kappa r_c)$.

*Capture.* Rewrite (1) as $\nabla\cdot(\nabla h-h\nabla w)+h\nabla^2u=0$ and integrate over $r>a$. The distant upstream surface gives $-2\kappa\int h\,dS=-4\pi f(\pi)$. The trap surface gives $4\pi a^2u'(a)\simeq4\pi r_c$, because $\partial_rh$ is exponentially small there. With $\nabla^2u=u/\lambda^2$,

$$f(\pi)=r_c-\frac{r_c}{\lambda^2}\int_0^\infty re^{-r/\lambda}\,\bar h\,dr .$$

The angular average of (2), with $A\simeq r_c$, is $\bar h=r_c(1-e^{-2\kappa r})/(2\kappa r^2)$. Since $\int_0^\infty e^{-r/\lambda}(1-e^{-2\kappa r})\,dr/r=\ln(1+2\kappa\lambda)$,

$$f(\pi)=r_c\left[1-\frac{r_c}{2\kappa\lambda^2}\ln(1+2\kappa\lambda)\right].$$

Dividing and keeping first order,

$$G-1=\kappa r_c\,g(\kappa\lambda),\qquad g(x)=1-\frac1x+\frac{\ln(1+2x)}{2x^2}. \tag{9}$$

For large $x$, $g\to1$: Onsager's slope. For small $x$, $g=\tfrac43x-2x^2+\dots$, which reproduces (8) and adds $-2r_c\lambda^2\kappa^3$. A term in $|\mathbf E|^3$ remains, so in this model of rigid screening the onset is quadratic although $G$ is not analytic. The two leading laws meet at $\kappa\lambda=3/4$, that is

$$e|\mathbf E|\lambda=1.5\,kT .$$

## A finite boundary acts on escape itself

If escape means reaching an absorbing sphere of finite radius $R$, no region $r\sim1/\kappa$ exists once $\kappa R\ll1$. The field term $2\kappa\,\partial_z$ is then a regular perturbation of a uniquely solvable boundary problem, and the rate has a power series in signed $\kappa$. Reversing $\kappa$ is the same as reflecting $z$, which leaves the total rate unchanged, so odd powers vanish. Even the unscreened one-way rate then starts as $E^2$. A numerical solution for $R=10r_c$, comparing the increments at $\kappa r_c=0.01$ and $0.02$, gives an onset power of 2.00.

## Numbers for an oxide film

Take NiO as an example, on the assumption that its holes move by polaronic hops much shorter than $r_c$; this justifies diffusion on the scale of $r_c$. Take a singly charged trap and rough values: relative permittivity 12, 300 K, $a=0.5$ nm. The screening length is chosen as $\lambda=100$ nm. With $kT=0.02585$ eV, $r_c=4.64$ nm. In the Debye picture this screening needs a carrier density $1/(4\pi r_c\lambda^2)=1.7\times10^{15}$ cm$^{-3}$.

The crossover field is $1.5\times0.02585\ \text{V}/100\ \text{nm}=3.9\times10^{-4}$ V/nm, or 0.0039 MV/cm. Solving (6) by finite differences gives a quadratic coefficient $2\alpha/A=616$ nm$^2$. The estimate $\tfrac43r_c\lambda$ is 619 nm$^2$.

At 0.005 MV/cm, $\kappa=5\times10^{-4}/(2\times0.02585)=0.00967$ nm$^{-1}$, so $\kappa r_c=0.0449$ and $\kappa\lambda=0.967$. Equation (9) then gives $G-1=0.0243$. The table comes from expanding $\chi$ in Legendre polynomials and solving the radial equations by finite differences; the Onsager column is (4) minus 1.

| $E$ (MV/cm) | $G-1$ | Onsager | $K_d(E)/K_d(0)-1$ |
|---|---|---|---|
| 0.0001 | 0.000022 | 0.00090 | 0.00086 |
| 0.0020 | 0.0059 | 0.0181 | 0.0175 |
| 0.0050 | 0.0243 | 0.0456 | 0.0445 |
| 0.0500 | 0.463 | 0.521 | 0.518 |

At the lowest field one-way escape has risen nearly 40 times as much as the quotient: nearly all of its increase is matched by increased capture. Between 0.0001 and 0.0002 MV/cm, $G-1$ grows with power 1.96. The shortfall from 2 is the negative cubic term in (9). At 0.05 MV/cm, (9) gives 0.41 instead of 0.463, because $\kappa r_c=0.45$ is no longer small.

At 400 K, with density and permittivity held fixed so that $\lambda\propto\sqrt T$, the value at 0.005 MV/cm falls from 0.0243 to 0.0128. In the quadratic regime (8) scales as $T^{-5/2}$.

**Against a real film.** The weakest assumption is rigid screening. At the crossover the field already shifts the energy of a screening carrier by $1.5\,kT$ across $\lambda$, so the screening cloud deforms. By order of magnitude this can change the quadratic coefficient by an amount comparable with itself; the crossover field is a scale, not a prediction. A sphere of radius $\lambda$ holds about 7 carriers, so the mean-field cloud is also rough. The model needs a film much thicker than both $\lambda$ and $1/\kappa$. The latter is about 130 nm at the crossover field but about 5 µm at the lowest field in the table; in a thinner film the electrodes cut off the drift region first. A film with more free carriers has a shorter $\lambda$ and a higher crossover field.

The model also treats the trap as isolated. If the charged centres are singly charged, neutrality requires at least as many of them as free holes, so their mean spacing is at most about 84 nm, less than $\lambda$. If these centres can capture, a carrier swept away from one may be caught by another before it has drifted a distance $1/\kappa$. This can remove the linear onset of $K_d$, much as a finite boundary does. At the lowest centre density, $n=1/(4\pi r_c\lambda^2)$, and with $K_a\simeq4\pi Dr_c$ for each centre, the mean drift distance before capture is $2\kappa D/(nK_a)=2\kappa\lambda^2$. This is shorter than $1/\kappa$ when $\kappa\lambda<0.7$. The last column of the table describes a single trap in an otherwise empty medium. If the centres capture, it overstates the rise of escape in such a film, most strongly at the lower fields. The column for $G$ has a limit too. Singly charged centres placed at random at this lowest density, with the screened potential used here, produce a field at the trap with a median of about 0.0007 MV/cm. The first row of the table lies well below that, so it illustrates the law for an isolated trap and is not a prediction for the film.

With a rough hop length of 0.3 nm, the field energy per hop at 0.05 MV/cm is only 0.06 $kT$. The Coulomb energy per hop is not small near contact: between 0.5 and 0.8 nm it changes by about 3.5 $kT$, so diffusion is only a rough description there. The well is 0.24 eV deep at contact, or 9.2 $kT$, while the exponent for tunnelling through a triangular barrier of that height, with the free-electron mass, is 159 at the same field. A carrier as light as a free electron would not sit that deep: its hydrogenic level at this permittivity is only 0.094 eV (3.6 $kT$), and the exponent through the Coulomb barrier from that level is about 27. Thermal escape dominates in either case. That field is about 5% of a rough breakdown field of 1 MV/cm. Near breakdown $\kappa r_c$ is large, and the weak-field onset no longer describes the escape.

Numbers in the example were calculated in double precision.
